# Why lateral thermionic emission into a two-dimensional semiconductor follows T^(3/2)

A metal touches the edge of a semiconducting sheet one atomic layer thick. Electrons that cross the contact meet a Schottky barrier, and when most of them pass over it, its height can be sought from the temperature dependence of the current. For an ordinary planar contact to a bulk semiconductor, the exponential is multiplied by Richardson's $T^2$. Here the contact is a line, the current is measured per unit width, and the electrons in the sheet have one direction of free motion fewer. The question is which power of $T$ now belongs in front of the exponential.

Let the sheet fill $x>0$, with the contact along the line $x=0$ and $y$ running along it. Energies are measured from the metal Fermi level, $e$ is the magnitude of the electron charge, and $k$ without a subscript is Boltzmann's constant. The band-edge energy $U(x)$ has its maximum $\Phi$ at or near the contact. The band is parabolic with mass $m$, and $g$ is the number of spin and valley states for each wavevector. The contact is uniform along $y$, so $k_y$ is conserved. In the ideal emission model, states reaching the barrier top are occupied as in equilibrium, every electron with enough energy in its normal motion crosses, and no other electron does. We also take $\Phi\gg kT$.

At the barrier top an electron has energy $\Phi+E$, with $E=\hbar^2(k_x^2+k_y^2)/2m$. The states in $dk_x\,dk_y$ number $g\,dk_x\,dk_y/(2\pi)^2$ per unit area, and each carries charge at the rate $e v_x$ across unit length of the contact line. The magnitude of the one-way current per unit width is therefore

$$
J=ge\int_{-\infty}^{\infty}\frac{dk_y}{2\pi}\int_0^\infty\frac{dk_x}{2\pi}\,v_x\,f(\Phi+E),\qquad f(\varepsilon)=\frac{1}{e^{\varepsilon/kT}+1}.
$$

The inner integral is done at fixed $k_y$. Since $v_x=\hbar^{-1}\partial E/\partial k_x$, we have $v_x\,dk_x=dE/\hbar$, and $E$ runs upward from $E_y=\hbar^2k_y^2/2m$:

$$
\int_0^\infty dk_x\,v_x f=\frac1\hbar\int_{E_y}^\infty\frac{dE}{e^{(\Phi+E)/kT}+1}
=\frac{kT}{\hbar}\ln\!\left[1+e^{-(\Phi+E_y)/kT}\right].
$$

The velocity has cancelled the density of states of the normal motion, so this direction supplies one full power of $T$ and no mass. Because $\Phi\gg kT$, the logarithm may be replaced by its small argument. What remains is a Gaussian integral over the transverse wavevector,

$$
\int_{-\infty}^{\infty}dk_y\,e^{-\hbar^2k_y^2/2mkT}=\frac{\sqrt{2\pi mkT}}{\hbar},
$$

which supplies half a power. Multiplying the pieces gives

$$
J=\frac{ge}{(2\pi)^2}\,\frac{kT}{\hbar}\,\frac{\sqrt{2\pi mkT}}{\hbar}\,e^{-\Phi/kT}
=A\,T^{3/2}e^{-\Phi/kT},\qquad
A=\frac{ge\,m^{1/2}k^{3/2}}{(2\pi)^{3/2}\hbar^2}.
$$

This is the stated law. The prefactor means $J e^{\Phi/kT}$ at fixed $\Phi$.

The origin of the power is plainer in terms of the thermal wavelength $\lambda_T=h/\sqrt{2\pi mkT}$, for which

$$
J=ge\,\frac{kT}{h}\,\frac{1}{\lambda_T}\,e^{-\Phi/kT}.
$$

One transverse channel carries $e(kT/h)e^{-\Phi/kT}$, and $1/\lambda_T$ is the effective number of thermally open channels per unit width. In $d$ dimensions there are $d-1$ transverse directions, each giving a factor $1/\lambda_T\propto T^{1/2}$, so the power is $1+(d-1)/2=(d+1)/2$. For $d=3$ and $g=2$ the prefactor is $4\pi emk^2T^2/h^3$, which is Richardson's. Direct integration of the defining formula at 200 K and 400 K, with $\Phi=0.30$ eV, gives powers 0.9999, 1.4999 and 1.9999 for $d=1,2,3$.

The small-argument step can be undone. With $z=e^{-\Phi/kT}<1$, expand the logarithm in powers of $z$. Its $n$th term is $(-1)^{n+1}z^n/n$ times a Gaussian that is narrower by $\sqrt n$, so $e^{-\Phi/kT}$ is replaced by

$$
\sum_{n=1}^{\infty}\frac{(-1)^{n+1}z^n}{n^{3/2}}=-\mathrm{Li}_{3/2}(-z)=z\left(1-\frac{z}{2^{3/2}}+\dots\right).
$$

At 300 K a barrier of 0.03 eV gives 0.905 of the Boltzmann value, while for 0.30 eV the relative correction is only $-3\times10^{-6}$. What matters is the occupation at the barrier top. The bulk of the sheet need not be nondegenerate for the law written with $\Phi$.

Bulk nondegeneracy enters when the current is expressed through the electron density $n$. Let the bulk band edge lie at $E_b$ and the band bending be $V_b=\Phi-E_b$, an energy. Summing the Boltzmann factor over the band gives $n=N_ce^{-E_b/kT}$ with $N_c=gmkT/2\pi\hbar^2=g/\lambda_T^2$. Electrons moving toward the contact cross if $mv^2/2>V_b$, where $v$ is their normal speed. With a Maxwell distribution, their current is

$$
J=en\sqrt{\frac{m}{2\pi kT}}\int_{\sqrt{2V_b/m}}^{\infty}v\,e^{-mv^2/2kT}\,dv
=en\,v_R\,e^{-V_b/kT},\qquad v_R=\sqrt{\frac{kT}{2\pi m}}.
$$

Since $v_R=\lambda_TkT/h$, the product $N_cv_R$ equals $gkT/(h\lambda_T)$, and the two exponentials combine into $e^{-(E_b+V_b)/kT}=e^{-\Phi/kT}$. The count from the semiconductor agrees with the first one, as it must, because no net current flows in equilibrium. Written with $n$, the visible factor is $T^{1/2}e^{-V_b/kT}$. If $n$ and $\Phi$ are both fixed, the remaining factor of $T$ enters through $V_b=\Phi-kT\ln(N_c/n)$, since $e^{-V_b/kT}=(N_c/n)\,e^{-\Phi/kT}$. If $n$ and $V_b$ are fixed instead, $\Phi$ moves with $T$ and the power in front of $e^{-V_b/kT}$ is $1/2$.

A forward bias $V$ raises the electron energies in the semiconductor by $eV$ relative to the metal. If the quasi-Fermi level stays flat up to the barrier and $\Phi$ stays fixed, the flow from the semiconductor grows by $e^{eV/kT}$ and the opposite flow does not change. The net current is then $J(e^{eV/kT}-1)$.

For an anisotropic valley the mass in $A$ needs care. Write $E=\tfrac12\hbar^2(W_{xx}k_x^2+2W_{xy}k_xk_y+W_{yy}k_y^2)$, where $W$ is the inverse of the mass tensor $M$. The identity $v_x\,dk_x=dE/\hbar$ still holds at fixed $k_y$, and states with $v_x>0$ begin at the minimum of $E$ over $k_x$, where $k_x=-W_{xy}k_y/W_{xx}$. There

$$
E_{\min}=\frac{\hbar^2k_y^2}{2}\left(W_{yy}-\frac{W_{xy}^2}{W_{xx}}\right)
=\frac{\hbar^2k_y^2}{2}\,\frac{\det W}{W_{xx}}=\frac{\hbar^2k_y^2}{2M_{yy}}.
$$

So $m$ is replaced by $M_{yy}=m_1\sin^2\theta+m_2\cos^2\theta$, where $\theta$ is the angle between the contact normal and the principal axis of mass $m_1$. The relevant inertia is that of motion along the contact line. For masses 0.15 and 1.2 $m_e$ at 30°, $M_{yy}=0.9375\,m_e$. A direct sum over states gives 1.369 times the current for an isotropic mass of 0.5 $m_e$, in agreement with $\sqrt{0.9375/0.5}$.

A contact of finite width $W_c$ with hard side walls has transverse energies $E_j=\hbar^2\pi^2j^2/2mW_c^2$, $j=1,2,\dots$, and $J$ contains the sum of $e^{-E_j/kT}$ divided by $W_c$. When $W_c\gg\lambda_T$, the sum over all integers $j$ is very nearly the Gaussian integral $2W_c/\lambda_T$. Removing $j=0$ and halving gives $W_c/\lambda_T-\tfrac12$, a relative loss of $\lambda_T/2W_c$. In the opposite limit, $kT\ll E_2-E_1$, one mode carries the current. The prefactor is then proportional to $T$, with the barrier raised to $\Phi+E_1$.

Now take rough values in the regime of monolayer MoS$_2$: $m=0.5\,m_e$, $g=4$, $\Phi=0.30$ eV, $n=10^{11}$ cm$^{-2}$ and $T=300$ K, where $kT=25.85$ meV. The formula gives $A=0.1267$ A m$^{-1}$ K$^{-3/2}$. With $300^{3/2}=5196$, the prefactor is $AT^{3/2}=658$ µA/µm, and

$$
J=658\ \mu\mathrm{A}/\mu\mathrm{m}\times9.125\times10^{-6}=6.0\ \mathrm{nA}/\mu\mathrm{m}.
$$

From the bulk side, $N_c=1.08\times10^{13}$ cm$^{-2}$ places the band edge $kT\ln(N_c/n)=0.121$ eV above the Fermi level, which leaves $V_b=0.179$ eV. With $v_R=3.80\times10^6$ cm/s, the same 6.0 nA/µm results. A forward bias of 0.10 V gives a net 281 nA/µm.

The power of $T$ matters when a barrier is read from an Arrhenius plot. Put $\beta=1/kT$. If data obeying the ideal law are divided by $T^2$, then

$$
\ln\frac{J}{T^2}=\text{const}+\tfrac12\ln\beta-\beta\Phi,\qquad
-\frac{d}{d\beta}\ln\frac{J}{T^2}=\Phi-\frac{kT}{2}.
$$

The barrier comes out too low by about $kT/2$, or 13 meV at room temperature. A straight-line fit to ideal currents from 250 to 350 K returns 287.3 meV with $T^2$ and 300.0 meV with $T^{3/2}$. A barrier that itself varies as $\Phi_0-aT$ adds the constant factor $e^{a/k}$ and does not alter the power. For $a=0.1$ meV/K and $\Phi_0=330$ meV, the $T^{3/2}$ plot returns 330 meV, although the barrier at 300 K is 300 meV, and the fitted prefactor is 3.19 times $A$. Neither the slope nor the intercept then gives the room-temperature quantity directly.

The ideal law assumed a sharp threshold. Suppose instead that an electron crosses with probability $D(u)$, where $u$ is its normal energy (band-edge energy included) minus $\Phi$. If the mass is the same on both sides, the transverse energy separates and its integral is unchanged. The current is multiplied by

$$
\kappa=\frac1{kT}\int D(u)\,e^{-u/kT}\,du,\qquad
\frac{d\ln\kappa}{d\ln T}=\frac{\langle u\rangle}{kT}-1,
$$

where the average is weighted by $D(u)e^{-u/kT}$, and $D$ is held fixed as $T$ varies. The second relation follows because differentiating the exponential brings down $u/kT$, while the factor $1/kT$ contributes $-1$. A sharp threshold has $\langle u\rangle=kT$, hence no change of power.

This shows how $T^2$ can return in two dimensions. Let the band be flat right up to an abrupt step down into the metal. Matching the wave and its slope gives $D=4k_sk_m/(k_s+k_m)^2$, with $k_s$ and $k_m$ the normal wavevectors in semiconductor and metal. For $u$ much smaller than the step, $D\propto\sqrt u$. In that limit $\langle u\rangle=\tfrac32kT$ and the total power is $\tfrac32+\tfrac12=2$. The limit is approached slowly: for a step of 5.3 eV the power at 300 K is about 1.93. The cause is quantum reflection, not a Richardson count of states.

With band bending, electrons also tunnel below the top. For the example, let the band edge fall exponentially into the sheet with a length of 20 nm, an assumed profile rather than a solution of the electrostatics, and put the metal band bottom 5 eV below its Fermi level, a rough value. The metal is given the same mass as the sheet, and the whole profile is held fixed as $T$ varies. Both are simplifications, sized below. A numerical solution of the wave equation for an abrupt edge gives $\kappa=0.37$ and changes the power by $-0.36$. The sign is opposite to the flat-band case: by the relation above, the mean energy of the transmitted electrons is only $0.64\,kT$ above the top, so transmission below the top outweighs the effect of reflection on the power. An image potential with relative permittivity 4 rounds the barrier. With the maximum kept at 0.30 eV, $\kappa=0.71$ and the power changes by only $+0.02$. Doubling the number of slabs in the solution moves either factor by less than $10^{-6}$. In this rounded case, with the profile held fixed, the law keeps its power but loses about 30 % of its magnitude. That is a near cancellation for these parameters, not a general property of rounded barriers: with relative permittivity 10 and the same maximum, $\kappa$ is about 0.33 and the power rises by about 0.25, while permittivities 3 and 5 give $\kappa\approx0.97$ and 0.55 with changes of $-0.15$ and $+0.13$. At permittivity 4, metal band depths of 3 and 8 eV give $\kappa\approx0.74$ and 0.67. A free-electron mass in the metal gives $\kappa\approx0.50$ and a change of $-0.39$ for the abrupt edge, and 0.70 and $+0.06$ for the rounded one. If $n$ rather than the profile is held fixed, so that $E_b$ follows $kT\ln(N_c/n)$ at the same 20 nm length, the changes of power become about $-0.8$ for the abrupt edge and $+0.3$ for the rounded one. The bare edge here lies at 0.364 eV. Inserting that value for $\Phi$ instead of the actual maximum would lower the ideal current by a factor $e^{63.8/25.85}\approx12$.

Scattering breaks another assumption, that of equilibrium supply. At small forward bias, let $\delta n$ be the density in excess of $N_ce^{-U/kT}$, the value in equilibrium with the metal for the actual band edge $U(x)$, and let $\mu$ be the mobility. The equilibrium part carries no flux, so the particle flux toward the contact is

$$
\Gamma=\frac{\mu kT}{e}\left(\frac{d\,\delta n}{dx}+\frac{\delta n}{kT}\frac{dU}{dx}\right)
=\frac{\mu kT}{e}\,e^{-U/kT}\frac{d}{dx}\left(\delta n\,e^{U/kT}\right).
$$

Take the top at $x=0$, where emission requires $\Gamma=v_R\,\delta n(0)$. Multiplying by $e^{U/kT}$ and integrating to a point $L$ in the bulk at constant $\Gamma$ gives

$$
\delta n(L)\,e^{-[\Phi-U(L)]/kT}=\Gamma\left(\frac1{v_R}+\frac1{v_D}\right),\qquad
\frac1{v_D}=\frac{e}{\mu kT}\int_0^L e^{-[\Phi-U(x)]/kT}dx.
$$

Without the second term this is ideal emission, so diffusion multiplies the current by $1/(1+v_R/v_D)$. For $\mu=100$ cm$^2$/Vs, the bare exponential profile and $L=100$ nm, the factor is 0.65, which means $v_R/v_D=0.53$. If the profile is held fixed and the mobility falls as $T^{-3/2}$, the apparent power changes by $-0.8$, from 1.5 to about 0.7. Both figures are only estimates. Taking $L=1$ µm adds bulk series resistance and gives a factor 0.60 and a change of about $-1.4$; holding $n$ fixed instead of the profile gives about $-1.2$. Drift and diffusion assume a mean free path much shorter than the distance over which the band edge falls by $kT$, whereas here the mean free path, roughly $\mu\sqrt{mkT}/e\approx3$ nm, is about equal to that distance near the top.

Set beside a real MoS$_2$ edge contact, several other omissions are small. Splitting the four states into two pairs 3 meV apart lowers $J$ by 5.5 %, if $\Phi$ refers to the lower pair. Six further states 0.20 eV higher, with the same mass, add 0.07 %. A 10 % larger mass along the contact adds 4.9 %. A nonparabolicity of 0.5 eV$^{-1}$ adds 1.0 %, and a width of 1 µm costs 0.3 %. The edge field, 0.09 MV/cm, is far below the rough MV/cm scale of breakdown. The chosen mobility is favourable for a monolayer at room temperature; at half that value $v_R/v_D$ doubles and the diffusion factor falls to about 0.49. Contacts built for low resistance aim at lower barriers and higher carrier densities, where tunnelling weighs more. A metal laid on top of the sheet may inject through its face, a geometry this derivation does not cover. Disorder along the edge can also make $\Phi$ vary from place to place, and its effect has not been sized here.

A measured power other than $3/2$ therefore does not by itself show that the sheet fails to be two-dimensional. The state count fixes $T^{3/2}$ for ideal emission; transmission and transport decide how closely a given contact approaches it. Most of the values used here are collected in the numerical output below.

## Table of computed values

```
band mass 0.5 m_e, degeneracy g = 4
barrier 0.30 eV, temperature 300 K, kT = 25.85 meV
A = 0.1267 A m^-1 K^-3/2
A T^(3/2) at 300 K = 658.2 uA/um
exp(-Phi/kT) = 9.125e-06
J formula = 6.0063 nA/um
J from k integration = 6.0063 nA/um
T power, 200-400 K, d=1,2,3: 0.9999, 1.4999, 1.9999
N_c = 1.080e+13 cm^-2, n = 1.0e+11 cm^-2
bulk band edge above Fermi level = 0.1210 eV
band bending = 0.1790 eV over length 20 nm
emission velocity = 3.804e+06 cm/s
J from bulk side = 6.0063 nA/um
net J at 0.10 V forward = 281.4 nA/um
Arrhenius barrier with T^(3/2) = 300.00 meV
Arrhenius barrier with T^2 = 287.30 meV
barrier falling 0.1 meV/K: fit 330.0 meV
  and prefactor multiplied by 3.191
tilted valley masses 0.15, 1.2 m_e at 30 deg
  contact-line mass = 0.9375 m_e
  J by k sum / isotropic J = 1.3693
low barrier 0.03 eV: Fermi/Boltzmann = 0.9050
Neglected effects, relative change of J at 300 K:
  Fermi statistics at barrier top -3.23e-06
  finite width 1000 nm -0.305 %
  thermal wavelength = 6.086 nm
  nonparabolicity 0.5 per eV 0.96 %
  spin splitting 3 meV -5.48 %
  upper valleys at 0.20 eV 0.065 %
  contact-line mass 10% larger 4.88 %
Edge field without image force = 0.0895 MV/cm
Diffusion, mobility 100 cm2/Vs: J factor 0.6543
  change of T power (mobility ~ T^-1.5) -0.815
Wave solution, metal band bottom -5.0 eV
  abrupt edge: J factor 0.3679
  abrupt edge: change of T power -0.360
  image force, permittivity 4: bare edge 0.3638 eV
  image lowering = 63.8 meV
  rounded barrier: J factor 0.7081
  rounded barrier: change of T power +0.022
  shift on doubling slabs: abrupt -3.7e-07, rounded -6.3e-07
```
